# Power-Law Resistance Drift from a Flat Distribution of Relaxation Barriers

A memory cell that stores its value in the resistance of an amorphous film can be misread if that resistance is taken to be constant after writing but drifts far enough to resemble another stored value. Giving the relaxation a single time constant does not cure the fault. If every defect annealed at the same rate $\Gamma$, the annealed fraction would be $1-e^{-\Gamma t}$, which passes from 10% to 90% while the time grows by a factor $\ln 10/\ln(10/9)\approx 22$. The resistance would be nearly constant at times well before that interval and again at times well after it. Such a law, fitted to early readings, predicts that the drift soon stops. With a broad distribution of annealing barriers it can continue over many decades of time: in the model example below, the resistance rises fourfold between $1\,\mathrm{s}$ and $10^6\,\mathrm{s}$, by the same factor in every decade of time.

Consider a film quenched into the amorphous state at $t=0$ and then held at temperature $T_a$. It contains defects that can relax over energy barriers $E$. Each defect anneals independently of the others, does so once, and does not return. Its rate is thermally activated, with one attempt rate $f_0$ for all defects. The fraction $q(E,t)$ of defects with barrier $E$ that survive to time $t$ then obeys

$$
\frac{\partial q}{\partial t}=-f_0e^{-E/kT_a}\,q,\qquad q(E,0)=1 .
$$

The rate is constant in time because the temperature is, so the solution is

$$
q(E,t)=e^{-u},\qquad u(E,t)=f_0t\,e^{-E/kT_a}.
$$

The dimensionless number $u$ is the elapsed time divided by the mean lifetime of a defect with barrier $E$. Defects with $u\gg1$ have almost all gone, and those with $u\ll1$ have almost all survived.

Let the initial number of defects per unit volume and unit barrier energy be a constant $g_0$ for $E_1<E<E_2$ and zero elsewhere. This is the flat distribution. The density of annealed defects is

$$
A(t)=g_0\int_{E_1}^{E_2}\left(1-e^{-u}\right)dE .
$$

At fixed $t$, $du=-u\,dE/kT_a$, so $dE=-kT_a\,du/u$. The minus sign reverses the limits, since the lower barrier has the larger $u$. Writing $u_1=u(E_1,t)$ and $u_2=u(E_2,t)$, with $u_1>u_2$, we obtain

$$
A(t)=g_0kT_a\int_{u_2}^{u_1}\frac{1-e^{-u}}{u}\,du
=g_0kT_a\left[\mathrm{Ein}(u_1)-\mathrm{Ein}(u_2)\right],
$$

where

$$
\mathrm{Ein}(u)=\int_0^u\frac{1-e^{-s}}{s}\,ds .
$$

The integrand tends to 1 at $s=0$, so the integral exists. Its behaviour at large $u$ supplies the logarithm on which the drift law rests. To find it, split the range at $s=1$ and separate the two terms of the integrand in the upper part:

$$
\mathrm{Ein}(u)=\int_0^1\frac{1-e^{-s}}{s}ds+\ln u-\int_1^\infty\frac{e^{-s}}{s}ds+\mathcal E(u),
\qquad
\mathcal E(u)=\int_u^\infty\frac{e^{-s}}{s}ds .
$$

The two integrals with fixed limits combine into a constant. Integration by parts gives

$$
\int_0^1\frac{1-e^{-s}}{s}ds=-\int_0^1e^{-s}\ln s\,ds,
\qquad
\int_1^\infty\frac{e^{-s}}{s}ds=\int_1^\infty e^{-s}\ln s\,ds .
$$

The boundary terms vanish: $\ln s=0$ at $s=1$, $(1-e^{-s})\ln s\to0$ as $s\to0$, and $e^{-s}\ln s\to0$ as $s\to\infty$. The constant is therefore $-\int_0^\infty e^{-s}\ln s\,ds$. This is minus the derivative of the gamma function at argument 1, which equals Euler's constant $\gamma\approx0.5772$. Hence

$$
\mathrm{Ein}(u)=\ln u+\gamma+\mathcal E(u).
$$

For large $u$ the remainder is small, since $0<\mathcal E(u)<e^{-u}/u$. For small $u$ the definition gives $0<\mathrm{Ein}(u)<u$, because the integrand lies below 1.

Now define the mean lifetimes at the two ends of the distribution,

$$
t_1=\frac{e^{E_1/kT_a}}{f_0},\qquad t_2=\frac{e^{E_2/kT_a}}{f_0},
$$

so that $u_1=t/t_1$ and $u_2=t/t_2$. In the window $t_1\ll t\ll t_2$, $\mathrm{Ein}(u_1)$ may be replaced by $\ln u_1+\gamma$ and $\mathrm{Ein}(u_2)$ by zero. Since $\ln u_1=\ln(f_0t)-E_1/kT_a$,

$$
A(t)\simeq g_0\left[\bar E(t)-E_1\right],\qquad
\bar E(t)=kT_a\left[\ln(f_0t)+\gamma\right].
$$

The annealed density is what one would find if all defects below $\bar E$ had gone and all those above it remained. This annealing front advances by $kT_a\ln10$ per decade of time. Equal steps in energy contain equal numbers of defects because the distribution is flat, so equal numbers anneal in each decade.

The second assumption concerns conduction. The film is read at a voltage low enough for its response to be ohmic, at temperature $T_r$, and its resistance is activated:

$$
R=R_*\exp\!\left(\frac{W}{kT_r}\right),\qquad W(t)=W_0+cA(t).
$$

Here $W$ is the conduction barrier, not to be confused with the relaxation barriers $E$. The constant $c$ is the rise of $W$ per unit density of annealed defects, and $R_*$ does not change with ageing. With $c>0$, the loss of defects makes conduction harder. The linear law and its sign are assumptions of the model and are not derived here from the atomic structure. The reading is taken to be brief enough to cause negligible further annealing, a condition examined below.

The local drift exponent is the slope of $\ln R$ against $\ln t$. Both $u_1$ and $u_2$ are proportional to $t$, so $d/d\ln t$ acts on each $\mathrm{Ein}(u_i)$ as $u_i\,d/du_i$, and $u\,d\,\mathrm{Ein}/du=1-e^{-u}$. Therefore

$$
\frac{d\ln R}{d\ln t}=\frac{c}{kT_r}\frac{dA}{d\ln t}
=\frac{c\,g_0kT_a}{kT_r}\left[(1-e^{-u_1})-(1-e^{-u_2})\right],
$$

or, with the dimensionless product $\alpha=cg_0$,

$$
\frac{d\ln R}{d\ln t}=\nu\left(e^{-t/t_2}-e^{-t/t_1}\right),\qquad \nu=\alpha\frac{T_a}{T_r}.
$$

This is exact within the model. Inside the window the bracket is close to 1, and integration from a reference time $t_0$, also inside the window, gives the drift law

$$
R(t)\simeq R(t_0)\left(\frac{t}{t_0}\right)^{\nu}.
$$

The error of this step can be bounded. The bracket falls short of 1 by $e^{-t/t_1}+(1-e^{-t/t_2})$. Integrated over $\ln t'$ from $t_0$ to $t$, the first term contributes at most $\mathcal E(t_0/t_1)$. The second contributes at most $t/t_2$, because $1-e^{-x}\le x$. Hence

$$
0\le \nu\ln\frac{t}{t_0}-\ln\frac{R(t)}{R(t_0)}\le
\nu\left[\mathcal E\!\left(\frac{t_0}{t_1}\right)+\frac{t}{t_2}\right].
$$

The power law overestimates the growth, but by very little when both times lie well inside the window.

When ageing and reading share one temperature $T$, the exponent is $\nu=\alpha$ and does not depend on $T$. Two factors cancel: the front advances by an energy proportional to $kT$ in each decade, while the sensitivity of $\ln R$ to the barrier is $1/kT$. The resistance itself still depends on temperature, as do $t_1$ and $t_2$. Inserting the window form of $A$ gives

$$
R(t)\simeq R_*\exp\!\left(\frac{W_0-\alpha E_1}{kT}\right)\left(e^{\gamma}f_0t\right)^{\alpha}.
$$

The attempt rate enters the magnitude of $R$ through $f_0^\alpha$ but does not enter the exponent. Both this and the temperature independence rest on one attempt rate for all barriers. If the rate grows with the barrier as $e^{E/kT_{MN}}$ (a Meyer-Neldel rule), $1/T_a$ in $u$ is replaced by $1/T_a-1/T_{MN}$, and for $T<T_{MN}$ the common-temperature exponent becomes $\alpha/(1-T/T_{MN})$. With $\alpha=0.1$ and $T_{MN}=760\,\mathrm K$, for illustration, it rises from $0.149$ at $250\,\mathrm K$ to $0.185$ at $350\,\mathrm K$. A real film therefore need not show a temperature-independent exponent.

The power law cannot hold at all times. As $t\to0$ no defect has annealed, and $R$ tends to the finite value $R_*e^{W_0/kT_r}$, whereas the power law would give zero. For $t\gg t_2$ all defects have gone, $A=g_0(E_2-E_1)$, and $R$ saturates at

$$
\frac{R(\infty)}{R(0)}=\exp\!\left[\frac{\alpha(E_2-E_1)}{kT_r}\right].
$$

For a worked example take round model parameters: $E_1=0.50\,\mathrm{eV}$, $E_2=1.50\,\mathrm{eV}$, $g_0=10^{20}\,\mathrm{cm^{-3}\,eV^{-1}}$, $c=10^{-21}\,\mathrm{eV\,cm^3}$, $f_0=10^{13}\,\mathrm{s^{-1}}$, $W_0=0.30\,\mathrm{eV}$ and $R_*=10\,\Omega$. Ageing and reading both take place at $300\,\mathrm K$, where $kT=0.025852\,\mathrm{eV}$. Electronvolts, seconds and ohms suit this problem better than atomic units. The exponent is

$$
\alpha=10^{-21}\times10^{20}=0.1 .
$$

The lifetimes at the ends of the distribution are $t_1=2.51\times10^{-5}\,\mathrm s$ and $t_2=1.58\times10^{12}\,\mathrm s$. The local exponent comes within 1% of $\alpha$ when $e^{-t/t_1}=0.01$, that is at $t=t_1\ln100=1.16\times10^{-4}\,\mathrm s$. It leaves that range when $e^{-t/t_2}=0.99$, at $t=1.59\times10^{10}\,\mathrm s$. The power law thus covers about 14 decades. At the edges it fails visibly: the local exponent is $0.1(1-e^{-1})=0.063$ at $t_1$ and $0.1\,e^{-1}=0.037$ at $t_2$.

At $t=1\,\mathrm s$ the front stands at

$$
\bar E=0.025852\,(\ln10^{13}+0.5772)\,\mathrm{eV}=0.789\,\mathrm{eV}.
$$

The annealed density is $10^{20}(0.789-0.500)=2.89\times10^{19}\,\mathrm{cm^{-3}}$, or 29% of all defects. The conduction barrier has risen from $0.300$ to $0.3289\,\mathrm{eV}$, and $R=3.35\,\mathrm{M\Omega}$, compared with $1.10\,\mathrm{M\Omega}$ just after the quench. Each further decade adds

$$
\alpha kT\ln10=0.1\times25.852\,\mathrm{meV}\times2.3026=5.95\,\mathrm{meV}
$$

to the barrier and multiplies the resistance by $10^{0.1}=1.26$. After $10^6\,\mathrm s$ the barrier is $0.3646\,\mathrm{eV}$ and the resistance is $13.3\,\mathrm{M\Omega}$. The ratio to the value at $1\,\mathrm s$ is $3.981$, in agreement with $(10^6)^{0.1}$. A modest barrier shift of $36\,\mathrm{meV}$ is enough for this fourfold change because it is divided by $kT$ in an exponent. If the model held for long enough, the resistance would saturate at 48 times its initial value. These are averages over many defects. A volume $V$ loses on average $g_0VkT\ln10$ defects per decade, about 6 in a cube of $10\,\mathrm{nm}$ side. If the same linear law is applied to the defect count in such a cell, the exponent over one decade scatters by about 40% for $10\,\mathrm{nm}$, 15% for $20\,\mathrm{nm}$ and 4% for $50\,\mathrm{nm}$.

As an independent check, the rate equations were integrated numerically for 100 separate barriers. At $10^4\,\mathrm s$ they give an annealed density of $5.269\times10^{19}\,\mathrm{cm^{-3}}$, the same to these digits as the sum over the continuous distribution. The numerical output below the text lists the remaining values.

The two temperatures play different parts. For ageing and reading together at 250, 300 or $350\,\mathrm K$, the computed exponent at $10\,\mathrm s$ is $0.100$ each time. If the film ages at $300\,\mathrm K$ but is cooled for each reading to $250\,\mathrm K$, the exponent becomes $0.1\times300/250=0.12$. The defects have annealed just as before, but the colder reading is more sensitive to the same barrier shift.

Here $t$ is the time spent at $T_a$, since ageing nearly stops while the film is cold. If the clock also runs during readings that are not short compared with $t$, the slope differs: with five readings of $1\,\mathrm s$ per decade of ageing time, starting at $1\,\mathrm s$, it is $0.099$ between the second and third. The result also requires that the reading itself anneal little. Suppose that it lasts a time $t_r$ after ageing for a time $t$, with rapid changes of temperature. The additional barrier rise is

$$
\Delta W=\alpha\int_{E_1}^{E_2}e^{-u}\left(1-e^{-u_r}\right)dE,
\qquad u_r=f_0t_r e^{-E/kT_r}.
$$

Let $p=T_a/T_r$. Since $e^{-E/kT_a}=u/(f_0t)$, we have $u_r=f_0t_r\,[u/(f_0t)]^p$. Using $1-e^{-u_r}\le u_r$, changing the variable from $E$ to $u$, and extending the limits to $0$ and $\infty$, which can only increase the positive integral, we find

$$
\Delta W\le\alpha kT_a\,f_0t_r(f_0t)^{-p}\int_0^\infty u^{p-1}e^{-u}du
=\alpha kT_a\,\Gamma(p)\,\frac{t_r}{t}\,(f_0t)^{1-p},
$$

where $\Gamma(p)$ is now the gamma function. For a colder reading $p>1$, and the large number $f_0t$ suppresses the disturbance. With $p=1.2$ and $t=t_r=1\,\mathrm s$ the bound is $2.585\times0.918\times10^{-2.6}=0.0060\,\mathrm{meV}$. The directly computed rise is also $0.0060\,\mathrm{meV}$ to two digits, about a thousandth of the drift per decade. For a hotter reading $p<1$, the last factor exceeds 1, and a smaller ratio $t_r/t$ is needed for the bound to guarantee a harmless reading. At $t=1\,\mathrm s$ the factor $\Gamma(p)(f_0t)^{1-p}$ is $1.6$ for $T_r=305\,\mathrm K$ and $80$ for $T_r=350\,\mathrm K$.

The role of flatness becomes clear when $g_0$ is replaced by a general density $g(E)$. Since $\partial(1-e^{-u})/\partial\ln t=u\,e^{-u}$,

$$
\frac{d\ln R}{d\ln t}=c\,\frac{T_a}{T_r}\int g(E)\,K(E,t)\,dE,\qquad
K=\frac{u\,e^{-u}}{kT_a}.
$$

The function $K$ shows which barriers are annealing at time $t$. When the energy range extends well beyond it on both sides, its area is $\int_0^\infty e^{-u}du=1$. Since $E=kT_a[\ln(f_0t)-\ln u]$, its mean is

$$
kT_a\left[\ln(f_0t)-\int_0^\infty e^{-u}\ln u\,du\right]=\bar E(t).
$$

Its variance is $(kT_a)^2$ times the variance of $\ln u$ under the weight $e^{-u}$. The mean square of $\ln u$ is the second derivative of the gamma function at 1, which is $\gamma^2+\pi^2/6$, and the squared mean is $\gamma^2$. The standard deviation is therefore $\pi kT_a/\sqrt6$, or $0.033\,\mathrm{eV}$ at $300\,\mathrm K$. The drift at time $t$ samples the barrier distribution in a narrow interval around the front.

It follows that the distribution need be flat only over the energies swept during the observation, with a margin of several $kT_a$ on either side. The upper margin must be the wider one, because $K$ decays only as $e^{-E/kT_a}$ towards high barriers: if the density ends $3kT_a$ above the front the exponent is 3% low, and if it rises tenfold $5kT_a$ above the front the exponent is 3% high. Between $1\,\mathrm s$ and $10^6\,\mathrm s$ the front moves from $0.789$ to $1.146\,\mathrm{eV}$. Defects with much lower barriers have already annealed and affect only the prefactor of the power law. Those with much higher barriers have not yet taken part.

If the density has a constant slope, $g(E)=g_0[1+\sigma(E-E_0)]$, the average over $K$ replaces $E$ by its mean, and the local exponent is $c\,g(\bar E)\,T_a/T_r$. With $\sigma=0.5\,\mathrm{eV^{-1}}$, $E_0=1\,\mathrm{eV}$ and both temperatures at $300\,\mathrm K$, it is

$$
0.1\,[1+0.5(0.789-1)]=0.089
$$

at $1\,\mathrm s$ and $0.107$ at $10^6\,\mathrm s$. A plot of $\ln R$ against $\ln t$ is then curved upwards, and a power law fitted over a few decades underestimates the resistance at later times inside the window.

The linear conduction law can be examined in the same way. For a general function $W(A)$ with a flat distribution, the chain rule gives the exponent inside the window as $g_0\,(dW/dA)\,T_a/T_r$. A constant exponent then requires a constant $dW/dA$ over the observed range of $A$. If the prefactor $R_*$ also changes with ageing, $d\ln R_*/d\ln t$ must be added. A measured exponent by itself therefore fixes neither $c$ nor $g_0$. Under the stated assumptions it fixes their product.

Finally, the time in the power law is counted from the quench. If the clock starts a delay $t_d$ later and shows $s=t-t_d$, then inside the window $R\propto(s+t_d)^\nu$, and

$$
\frac{d\ln R}{d\ln s}=\nu\,\frac{s}{s+t_d}.
$$

With $\nu=0.1$ and $t_d=1\,\mathrm s$, the apparent exponent is $0.050$ at $s=1\,\mathrm s$ and $0.099$ at $s=100\,\mathrm s$. A low exponent in the first readings can thus come from the choice of time origin alone. This effect fades once $s\gg t_d$, whereas the change caused by a sloping distribution continues as the front advances.

## Calculated quantities

```
lowest, highest annealing barrier: 0.50, 1.50 eV
defect density per energy g0: 1.00e+20 cm^-3 eV^-1
barrier rise per annealed density c: 1.00e-21 eV cm^3
attempt rate f0: 1.00e+13 s^-1
initial conduction barrier W0: 0.300 eV
resistance prefactor R*: 10.0 ohm
temperature: 300.0 K; kT: 0.025852 eV
alpha = c*g0: 0.1000 (no unit)
initial resistance: 1.0959e+06 ohm
shortest annealing time t1: 2.510e-05 s
longest annealing time t2: 1.581e+12 s
exponent within 1% from: 1.156e-04 s
exponent within 1% until: 1.589e+10 s
time s | front eV | annealed cm^-3 | barrier eV | R ohm
1e+00 | 0.7888 | 2.8877e+19 | 0.32888 | 3.3488e+06
1e+02 | 0.9078 | 4.0782e+19 | 0.34078 | 5.3074e+06
1e+04 | 1.0269 | 5.2687e+19 | 0.35269 | 8.4117e+06
1e+06 | 1.1459 | 6.4592e+19 | 0.36459 | 1.3332e+07
annealed at 1e4 s, rate equations: 5.2687e+19 cm^-3
barrier rise per decade: 5.9526 meV
R(1e6 s)/R(1 s), barrier sum: 3.98107
R(1e6 s)/R(1 s), power law: 3.98107
local exponent at t1: 0.06321
local exponent at 1 s: 0.10000
local exponent at t2: 0.03679
saturated R / initial R: 47.855
exponent, aged and read at 250 K: 0.10000
exponent, aged and read at 300 K: 0.10000
exponent, aged and read at 350 K: 0.10000
exponent, aged 300 K, read 250 K: 0.12000
barrier rise during 1 s cold read: 0.00595 meV
annealing window at 1e3 s, mean: 0.9673 eV
annealing window, standard deviation: 0.03316 eV
relative density slope: 0.50 eV^-1 about 1.00 eV
sloping density, exponent at 1 s: 0.08944
sloping density, exponent at 1e6 s: 0.10730
clock delay: 1.0 s
delayed clock, exponent at 1 s: 0.05000
delayed clock, exponent at 100 s: 0.09901
```
